# Substrate screening of a silicon core level in oxide near silicon: a program that tests the result

```python
# Result under test: a core hole +e in oxide, a distance d from silicon, has its
# binding energy changed, relative to deep oxide, by
#   W = -K/(4 eps_ox d) * (eps_si-eps_ox)/(eps_si+eps_ox),  K = e^2/(4 pi eps0).
# eps_ox, eps_si: electronic dielectric constants. Lengths in nm, energies in eV.
# Q: wavevector parallel to the interface (1/nm); silicon fills z < 0.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded

K = const.e / (4 * np.pi * const.epsilon_0) * 1e9
bohr = const.physical_constants['Bohr radius'][0] * 1e9
rydberg = const.physical_constants['Rydberg constant times hc in eV'][0]
eps_ox, eps_si = 2.1, 12.0
depth, thickness = 0.5, 2.0


def image_energy(d, e1=eps_ox, e2=eps_si):
    return -K / (4 * e1 * d) * (e2 - e1) / (e2 + e1)


# Poisson equation on a grid, one parallel wavevector at a time
step, z_low, z_high = 0.005, -0.5, 2.5
cells = int(round((z_high - z_low) / step))
centres = z_low + (np.arange(cells) + 0.5) * step


def grid_potential(eps_cell, Q, d):
    """Potential energy component at the charge; outer media decay as exp(-Q|z|)."""
    diagonal = np.zeros(cells + 1)
    local = eps_cell * (1 / step + Q**2 * step / 2)
    diagonal[:-1] += local
    diagonal[1:] += local
    diagonal[0] += eps_cell[0] * Q
    diagonal[-1] += eps_cell[-1] * Q
    bands = np.zeros((3, cells + 1))
    bands[0, 1:] = -eps_cell / step
    bands[1] = diagonal
    bands[2, :-1] = -eps_cell / step
    source = np.zeros(cells + 1)
    site = int(round((d - z_low) / step))
    source[site] = 4 * np.pi * K
    return solve_banded((1, 1), bands, source)[site]


def grid_energy(d, film):
    eps_cell = np.where(centres < 0, eps_si, eps_ox)
    if film:
        eps_cell = np.where(centres > thickness, 1.0, eps_cell)
    uniform = np.full(cells, eps_ox)
    nodes, weights = np.polynomial.legendre.leggauss(60)
    q_max = 24.0
    total = 0.0
    for x, w in zip(nodes, weights):
        Q = q_max * (x + 1) / 2
        induced = grid_potential(eps_cell, Q, d) - grid_potential(uniform, Q, d)
        total += w * q_max / 2 * Q / (2 * np.pi) * induced
    return total / 2


W = image_energy(depth)
W_grid = grid_energy(depth, False)
assert abs(W_grid - W) < 1e-4  # grid error is second order in the step


# Work done by the force of the interface charge, brought in from infinity
def force(d):
    def ring(s):
        rho = d * s
        r = np.hypot(rho, d)
        free_field = -K * d / (eps_ox * r**3)
        above, below = np.linalg.solve([[eps_ox, -eps_si], [0.5, 0.5]],
                                       [0.0, free_field])
        return rho * (above - below) / 2 * d / r**3 * d
    return quad(ring, 0, np.inf)[0]


W_work = quad(lambda u: force(1 / u) / u**2, 0, 1 / depth)[0]
assert abs(W_work - W) < 1e-6

# Silicon with wavevector-dependent screening, specular surface
lattice = 0.543
density = 32 / lattice**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
k_tf = np.sqrt(4 * k_fermi / (np.pi * bohr))


def eps_bulk(q):
    return 1 + 1 / (1 / (eps_si - 1) + (q / k_tf)**2)


def eps_surface(Q):
    kappa2 = k_tf**2 * eps_si / (eps_si - 1)
    return 1 / (1 / eps_si + (1 - 1 / eps_si) * Q / np.sqrt(Q**2 + kappa2))


for Q in (0.5, 1.0, 5.0, 20.0):
    half = quad(lambda p: 1 / ((Q**2 + p**2) * eps_bulk(np.hypot(Q, p))),
                0, np.inf, limit=200)[0]
    assert abs(2 * Q / np.pi * half * eps_surface(Q) - 1) < 1e-6


def r_local(Q):
    return (eps_ox - eps_si) / (eps_ox + eps_si)


def r_nonlocal(Q):
    return (eps_ox - eps_surface(Q)) / (eps_ox + eps_surface(Q))


def film_energy(d, r_silicon):
    r_v = (eps_ox - 1) / (eps_ox + 1)

    def integrand(Q):
        r_s = r_silicon(Q)
        both = r_s * r_v * np.exp(-2 * Q * thickness)
        return (r_s * np.exp(-2 * Q * d) + 2 * both
                + r_v * np.exp(-2 * Q * (thickness - d))) / (1 - both)
    return K / (2 * eps_ox) * quad(integrand, 0, np.inf)[0]


outer = 1.5
W_film, W_outer = film_energy(depth, r_local), film_energy(outer, r_local)
W_film_grid = grid_energy(depth, True)
W_outer_grid = grid_energy(outer, True)
assert abs(W_film_grid - W_film) < 1e-4
assert abs(W_outer_grid - W_outer) < 1e-4

W_nonlocal = K / (2 * eps_ox) * quad(
    lambda Q: r_nonlocal(Q) * np.exp(-2 * Q * depth), 0, np.inf)[0]
assert W < W_nonlocal < 0  # weaker short-wave screening, still attractive
W_film_nl = film_energy(depth, r_nonlocal)
W_outer_nl = film_energy(outer, r_nonlocal)

# Time scales and oxide field, from rough typical inputs
kinetic, phonon, static_ox, field = 1400.0, 0.15, 3.9, 1.0
gamma = 1 + kinetic * const.e / (const.m_e * const.c**2)
speed = const.c * np.sqrt(1 - 1 / gamma**2)
escape = (thickness - depth) * 1e-9 / speed * 1e15
period = const.h / (phonon * const.e) * 1e15
assert escape < period / 10
field_shift = field * 1e8 * depth * 1e-9

image_charge = r_local(0)
phi = K * image_charge / (eps_ox * 2 * depth)
print(f"oxide electronic dielectric constant: {eps_ox:.1f}")
print(f"silicon electronic dielectric constant: {eps_si:.1f}")
print(f"distance from silicon: {depth:.2f} nm")
print(f"e^2/(4 pi eps0): {K:.5f} eV nm")
print(f"image charge: {image_charge:.4f} e")
print(f"distance from hole to image: {2 * depth:.2f} nm")
print(f"induced potential at the hole: {phi:.4f} V")
print(f"binding-energy change, image formula: {W:.4f} eV")
print(f"same, main result converted: {W / rydberg:.5f} Ry")
print(f"same, Poisson equation on grid: {W_grid:.4f} eV")
print(f"same, work of interface-charge force: {W_work:.4f} eV")
print(f"film thickness: {thickness:.1f} nm")
print(f"film, atom at 0.5 nm, formula: {W_film:.4f} eV")
print(f"film, atom at 0.5 nm, grid: {W_film_grid:.4f} eV")
print(f"film, atom at 1.5 nm, formula: {W_outer:.4f} eV")
print(f"film, atom at 1.5 nm, grid: {W_outer_grid:.4f} eV")
print(f"film, 0.5 nm minus 1.5 nm: {W_film - W_outer:.4f} eV")
print(f"silicon lattice constant (rough): {lattice:.3f} nm")
print(f"silicon valence density: {density:.1f} nm^-3")
print(f"Fermi wavevector of that density: {k_fermi:.2f} nm^-1")
print(f"Thomas-Fermi wavevector: {k_tf:.2f} nm^-1")
print(f"surface dielectric function at Q = 1 nm^-1: {eps_surface(1.0):.2f}")
print(f"nonlocal silicon, thick oxide: {W_nonlocal:.4f} eV")
print(f"change due to nonlocality: {W_nonlocal - W:.4f} eV")
print(f"nonlocal silicon, film, 0.5 nm: {W_film_nl:.4f} eV")
print(f"nonlocal silicon, film, 1.5 nm: {W_outer_nl:.4f} eV")
print(f"nonlocal film, 0.5 nm minus 1.5 nm: {W_film_nl - W_outer_nl:.4f} eV")
print(f"image formula at 0.4 nm: {image_energy(0.4):.4f} eV")
print(f"image formula at 0.6 nm: {image_energy(0.6):.4f} eV")
print(f"perfect-metal limit at 0.5 nm: {-K / (4 * eps_ox * depth):.4f} eV")
print(f"static oxide constant (rough): {static_ox:.1f}")
print(f"image formula with static oxide: {image_energy(depth, static_ox):.4f} eV")
print(f"oxide field taken: {field:.1f} MV/cm")
print(f"size of field shift over 0.5 nm: {field_shift:.3f} eV")
print(f"photoelectron kinetic energy (rough): {kinetic:.0f} eV")
print(f"time to cross 1.5 nm of oxide: {escape:.3f} fs")
print(f"oxide phonon energy (rough): {phonon:.2f} eV")
print(f"oxide phonon period: {period:.1f} fs")
print("OK")
```

Printed output:

```
oxide electronic dielectric constant: 2.1
silicon electronic dielectric constant: 12.0
distance from silicon: 0.50 nm
e^2/(4 pi eps0): 1.43996 eV nm
image charge: -0.7021 e
distance from hole to image: 1.00 nm
induced potential at the hole: -0.4814 V
binding-energy change, image formula: -0.2407 eV
same, main result converted: -0.01769 Ry
same, Poisson equation on grid: -0.2407 eV
same, work of interface-charge force: -0.2407 eV
film thickness: 2.0 nm
film, atom at 0.5 nm, formula: -0.2315 eV
film, atom at 0.5 nm, grid: -0.2315 eV
film, atom at 1.5 nm, formula: 0.0054 eV
film, atom at 1.5 nm, grid: 0.0054 eV
film, 0.5 nm minus 1.5 nm: -0.2368 eV
silicon lattice constant (rough): 0.543 nm
silicon valence density: 199.9 nm^-3
Fermi wavevector of that density: 18.09 nm^-1
Thomas-Fermi wavevector: 20.86 nm^-1
surface dielectric function at Q = 1 nm^-1: 7.98
nonlocal silicon, thick oxide: -0.2025 eV
change due to nonlocality: 0.0383 eV
nonlocal silicon, film, 0.5 nm: -0.1922 eV
nonlocal silicon, film, 1.5 nm: 0.0115 eV
nonlocal film, 0.5 nm minus 1.5 nm: -0.2037 eV
image formula at 0.4 nm: -0.3009 eV
image formula at 0.6 nm: -0.2006 eV
perfect-metal limit at 0.5 nm: -0.3428 eV
static oxide constant (rough): 3.9
image formula with static oxide: -0.0940 eV
oxide field taken: 1.0 MV/cm
size of field shift over 0.5 nm: 0.050 eV
photoelectron kinetic energy (rough): 1400 eV
time to cross 1.5 nm of oxide: 0.068 fs
oxide phonon energy (rough): 0.15 eV
oxide phonon period: 27.6 fs
OK
```
